**Inverse of the ultrasoft overlap operator with a singular augmentation matrix**

For S = 1 + Σ |β_i⟩ q_ij ⟨β_j|, the program tests S⁻¹ = 1 − Σ |β_i⟩ D_ij ⟨β_j| with D = (1 + qb)⁻¹q. Here β_i are the projectors, q is the Hermitian augmentation matrix and b_ij = ⟨β_i|β_j⟩ is their Gram matrix. With complex, linearly dependent projectors and a singular q, it asserts agreement with direct matrix inversion, the predicted spectrum of S, and a null vector of S when 1 + qb is made singular. In a radial s-channel model it asserts agreement with a direct linear solve; both routes print ⟨g|S⁻¹|g⟩ = 0.780442 for the hydrogen 1s function g. It also asserts that the Woodbury form for a slightly shifted q departs from D at the derived first-order rate. In a basis of 81 plane waves, the Gram matrix of the truncated projectors gives the inverse to rounding error. The complete Gram matrix leaves an error of 0.057 in spectral norm, and neglecting the overlap between the two centres leaves 0.063, both relative to the unit operator.

## Program and output

```python
# Result under test: for S = 1 + sum_ij |beta_i> q_ij <beta_j| the inverse is
#   S^-1 = 1 - sum_ij |beta_i> D_ij <beta_j|,  D = (1 + q b)^-1 q,
# with b_ij = <beta_i|beta_j>, whenever 1 + q b is invertible; q and b may be
# singular. Columns of the matrices called "proj" hold the projectors beta_i
# in an orthonormal basis. Lengths are in bohr, energies in hartree.
import numpy as np
from scipy.special import beta as euler_beta


def inverse_coefficients(q, b):
    return np.linalg.solve(np.eye(len(q)) + q @ b, q)


def show(label, values, unit="dimensionless"):
    text = " ".join(f"{v:.6f}" for v in np.ravel(values))
    print(f"{label}: {text} [{unit}]")


# ---- Complex, linearly dependent projectors and singular indefinite q ----
rng = np.random.default_rng(7)
dim, n = 60, 5
proj = rng.normal(size=(dim, n)) + 1j * rng.normal(size=(dim, n))
proj /= np.linalg.norm(proj, axis=0)
proj[:, 4] = proj[:, 0] - 0.5j * proj[:, 1]
unitary, _ = np.linalg.qr(rng.normal(size=(n, n))
                          + 1j * rng.normal(size=(n, n)))
q = unitary @ np.diag([0.8, 0.5, -0.2, 0.0, 0.0]) @ unitary.conj().T
b = proj.conj().T @ proj
rank_q = np.linalg.matrix_rank(q, tol=1e-10)
rank_b = np.linalg.matrix_rank(b, tol=1e-10)
assert rank_q == 3 and rank_b == 4
S = np.eye(dim) + proj @ q @ proj.conj().T
D = inverse_coefficients(q, b)
formula = np.eye(dim) - proj @ D @ proj.conj().T
general_error = np.max(abs(formula - np.linalg.inv(S)))
assert general_error < 1e-11
assert np.max(abs(D - D.conj().T)) < 1e-11

# Spectrum of S from the small matrix q b
lam, vec = np.linalg.eig(q @ b)
assert np.max(abs(lam.imag)) < 1e-8
predicted = np.sort(np.concatenate([np.ones(dim - n), 1 + lam.real]))
assert np.max(abs(predicted - np.linalg.eigvalsh(S))) < 1e-8

# Scaling q until 1 + q b is singular must give S a null vector
k = np.argmax(abs(lam))
scale = -1 / lam[k].real
S_singular = np.eye(dim) + scale * proj @ q @ proj.conj().T
null_vector = proj @ vec[:, k]
assert np.linalg.norm(null_vector) > 1e-3
assert np.linalg.norm(S_singular @ null_vector) < 1e-10
print("General test: number of projectors, rank q, rank b:", n, rank_q, rank_b)
print(f"General test: largest error of inverse: {general_error:.1e}")

# ---- Radial s channel, two projectors, singular q ----
R = 1.5
q = np.array([[0.4, 0.2], [0.2, 0.1]])
moments = [0.5 * euler_beta(1.5 + m, 5) for m in range(3)]
overlap = moments[1] / np.sqrt(moments[0] * moments[2])
assert abs(overlap - np.sqrt(9 / 13)) < 1e-13
b = np.array([[1.0, overlap], [overlap, 1.0]])
norms = 1 / np.sqrt(R**3 * np.array([moments[0], moments[2]]))

x_in, w_in = np.polynomial.legendre.leggauss(40)
x_out, w_out = np.polynomial.legendre.leggauss(60)
r_max = 30.0
r = np.concatenate([R * (x_in + 1) / 2,
                    R + (r_max - R) * (x_out + 1) / 2])
w = np.concatenate([R * w_in / 2, (r_max - R) * w_out / 2])
x = r / R
inside = np.where(x < 1, (1 - x**2)**2, 0.0)
radial = np.column_stack([norms[0] * inside, norms[1] * x**2 * inside])
proj = (np.sqrt(w) * r)[:, None] * radial
g = np.sqrt(w) * r * 2 * np.exp(-r)
assert np.max(abs(proj.T @ proj - b)) < 1e-12
assert abs(g @ g - 1) < 1e-10

S = np.eye(len(r)) + proj @ q @ proj.T
f_direct = np.linalg.solve(S, g)
D = inverse_coefficients(q, b)
p = proj.T @ g
f = g - proj @ (D @ p)
solve_error = np.linalg.norm(f - f_direct)
assert solve_error < 1e-11
c = np.linalg.solve(np.eye(2) + b @ q, p)
assert np.max(abs(c - proj.T @ f_direct)) < 1e-11
eigen_S = np.linalg.eigvalsh(S)
rank_one_denominator = 1 + np.trace(q @ b)
assert abs(eigen_S[-1] - rank_one_denominator) < 1e-11
assert np.max(abs(D - q / rank_one_denominator)) < 1e-13
f_guess = g - proj @ (q @ p)
guess_residual = np.linalg.norm(S @ f_guess - g)
assert guess_residual > 1e-2

show("Radial: projector radius R", R, "bohr")
show("Radial: q11 q12 q21 q22", q)
show("Radial: determinant of q", abs(np.linalg.det(q)))
show("Radial: overlap b12", overlap)
show("Radial: 1+qb, row by row", np.eye(2) + q @ b)
show("Radial: determinant of 1+qb", np.linalg.det(np.eye(2) + q @ b))
show("Radial: D11 D12 D21 D22", D)
show("Radial: smallest and largest eigenvalue of S", eigen_S[[0, -1]])
show("Radial: p_i = <beta_i|g>, g = hydrogen 1s", p)
show("Radial: c_i = <beta_i|S^-1 g>", c)
show("Radial: (D p)_i", D @ p)
show("Radial: <g|S|g>", g @ S @ g)
show("Radial: <g|S^-1|g> from formula", g @ f)
show("Radial: <g|S^-1|g> from direct solve", g @ f_direct)
print(f"Radial: norm of formula minus direct solve: {solve_error:.1e}")
show("Radial: residual norm of guess 1-BqB^dagger", guess_residual)

# Woodbury form with q shifted to be invertible approaches D linearly
M = np.linalg.inv(np.eye(2) + q @ b)
for eps in (1e-2, 1e-4):
    q_shifted = q + eps * np.eye(2)
    woodbury = np.linalg.inv(np.linalg.inv(q_shifted) + b)
    change = np.max(abs(woodbury - D))
    print(f"Shift eps = {eps:.0e}: largest change of D = {change:.3e}")
slope_error = np.max(abs((woodbury - D) / eps - M @ M.T))
assert slope_error < 1e-3 * np.max(abs(M @ M.T))
show("Shift: largest element of first-order slope", np.max(abs(M @ M.T)))

# ---- Two Gaussian projectors in a truncated plane-wave basis ----
box, exponent, distance, cutoff, q_atom = 8.0, 1.0, 2.0, 2.0, 0.8
centres = np.array([[0.0, 0.0, 0.0], [distance, 0.0, 0.0]])
axis = np.arange(-10, 11)
G = 2 * np.pi / box * np.array(np.meshgrid(axis, axis, axis)).reshape(3, -1).T
G2 = np.sum(G**2, axis=1)
amplitude = ((2 * exponent / np.pi)**0.75 * (np.pi / exponent)**1.5
             / box**1.5)
proj_large = (amplitude * np.exp(-G2 / (4 * exponent))[:, None]
              * np.exp(-1j * G @ centres.T))
s12 = np.exp(-exponent * distance**2 / 2)
b_full = np.array([[1.0, s12], [s12, 1.0]])
# periodic images and the finite sum contribute far less than this tolerance
assert np.max(abs(proj_large.conj().T @ proj_large - b_full)) < 1e-6

proj = proj_large[G2 / 2 <= cutoff]
b_cut = proj.conj().T @ proj
q = q_atom * np.eye(2)
identity = np.eye(len(proj))
S = identity + proj @ q @ proj.conj().T
errors = []
for gram in (b_cut, b_full, np.diag(np.diag(b_cut))):
    D = inverse_coefficients(q, gram)
    trial = identity - proj @ D @ proj.conj().T
    errors.append(np.linalg.norm(S @ trial - identity, 2))
    if gram is b_cut:
        assert np.max(abs(trial - np.linalg.inv(S))) < 1e-11
        D_cut = D
    if gram is b_full:
        D_full = D
assert errors[0] < 1e-12 and errors[1] > 1e-2 and errors[2] > 1e-2

show("Plane waves: box edge, centre distance", [box, distance], "bohr")
show("Plane waves: Gaussian exponent", exponent, "bohr^-2")
show("Plane waves: kinetic cutoff", cutoff, "hartree")
show("Plane waves: q on each centre", q_atom)
print("Plane waves: number of basis functions:", len(proj))
show("Plane waves: complete b11 b12", b_full[0])
show("Plane waves: truncated b11 b12", b_cut[0].real)
show("Plane waves: D11 D12 from complete b", D_full[0].real)
show("Plane waves: D11 D12 from truncated b", D_cut[0].real)
print(f"Plane waves: norm of SX-1, truncated b: {errors[0]:.1e}")
show("Plane waves: norm of SX-1, complete b", errors[1])
show("Plane waves: norm of SX-1, b12 neglected", errors[2])
print("success")
```

Printed output:

```
General test: number of projectors, rank q, rank b: 5 3 4
General test: largest error of inverse: 4.4e-16
Radial: projector radius R: 1.500000 [bohr]
Radial: q11 q12 q21 q22: 0.400000 0.200000 0.200000 0.100000 [dimensionless]
Radial: determinant of q: 0.000000 [dimensionless]
Radial: overlap b12: 0.832050 [dimensionless]
Radial: 1+qb, row by row: 1.566410 0.532820 0.283205 1.266410 [dimensionless]
Radial: determinant of 1+qb: 1.832820 [dimensionless]
Radial: D11 D12 D21 D22: 0.218243 0.109121 0.109121 0.054561 [dimensionless]
Radial: smallest and largest eigenvalue of S: 1.000000 1.832820 [dimensionless]
Radial: p_i = <beta_i|g>, g = hydrogen 1s: 0.666771 0.672476 [dimensionless]
Radial: c_i = <beta_i|S^-1 g>: 0.356803 0.380891 [dimensionless]
Radial: (D p)_i: 0.218900 0.109450 [dimensionless]
Radial: <g|S|g>: 1.402411 [dimensionless]
Radial: <g|S^-1|g> from formula: 0.780442 [dimensionless]
Radial: <g|S^-1|g> from direct solve: 0.780442 [dimensionless]
Radial: norm of formula minus direct solve: 4.7e-16
Radial: residual norm of guess 1-BqB^dagger: 0.482127 [dimensionless]
Shift eps = 1e-02: largest change of D = 7.508e-03
Shift eps = 1e-04: largest change of D = 7.543e-05
Shift: largest element of first-order slope: 0.754294 [dimensionless]
Plane waves: box edge, centre distance: 8.000000 2.000000 [bohr]
Plane waves: Gaussian exponent: 1.000000 [bohr^-2]
Plane waves: kinetic cutoff: 2.000000 [hartree]
Plane waves: q on each centre: 0.800000 [dimensionless]
Plane waves: number of basis functions: 81
Plane waves: complete b11 b12: 1.000000 0.135335 [dimensionless]
Plane waves: truncated b11 b12: 0.790797 0.166792 [dimensionless]
Plane waves: D11 D12 from complete b: 0.446058 -0.026830 [dimensionless]
Plane waves: D11 D12 from truncated b: 0.493300 -0.040317 [dimensionless]
Plane waves: norm of SX-1, truncated b: 1.7e-15
Plane waves: norm of SX-1, complete b: 0.057085 [dimensionless]
Plane waves: norm of SX-1, b12 neglected: 0.062610 [dimensionless]
success
```
